\section*{Peak Electron Temperature of a Laser-Heated Ferromagnetic Film}

\section*{Problem}

A short laser pulse heats the conduction electrons of a thin ferromagnetic film. The electrons start at $T_0=300$ K and absorb an energy per volume $u=1.00\times10^{9}$ J/m$^3$. Their heat capacity per volume at fixed volume is $C_e=\gamma T$, with a constant coefficient $\gamma=700$ J/(m$^3$ K$^2$).

\begin{enumerate}
\item[(a)] Show that $C_e$ is proportional to $T$ for a density of states that is flat near the Fermi level, and find $\gamma$.
\item[(b)] Find the peak electron temperature $T_p$ if the heating is uniform and the electrons lose no energy. Does the pulse length matter?
\item[(c)] Examine the limits of weak and strong heating, and find how $T_p$ responds to a small change in $u$.
\item[(d)] Take the film to be iron-like, 10 nm thick, on an insulator, with a Gaussian pulse of 50 fs full width at half maximum. Use these rough values: lattice heat capacity $C_l=3.5\times10^{6}$ J/(m$^3$ K), electron--lattice coupling $G=1\times10^{18}$ or $3\times10^{18}$ W/(m$^3$ K), Curie temperature $T_C=1040$ K, and $n=8.5\times10^{28}$ atoms/m$^3$. How far do the lattice and the spins lower the peak?
\item[(e)] Estimate the effects of a varying density of states and of uneven absorption. The absorption depth is 15 nm and the electronic thermal conductivity at $T_0$ is 80 W/(m K), both rough values.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The linear heat capacity}

Let $g$ be the number of states per energy and volume, both spins included, and measure the energy $E$ from the Fermi level. The occupation is $f(E)=1/(e^{E/k_BT}+1)$. At zero temperature the states with $E<0$ are full and the others are empty. The band edges are taken to lie many $k_BT$ away.

Since $1-f(-E)=f(E)$, there are as many holes below the Fermi level as electrons above it. The electron number is therefore conserved without a shift of the Fermi level. An electron at $E>0$ contributes $E$ to the thermal energy, and a hole at $-E$ contributes the same amount. Hence
\begin{equation}
U(T)-U(0)=2g\int_0^\infty E\,f(E)\,dE
=2g(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1},
\end{equation}
with $x=E/k_BT$. To evaluate the integral, expand $1/(e^x+1)=e^{-x}-e^{-2x}+e^{-3x}-\dots$ and use $\int_0^\infty xe^{-nx}dx=1/n^2$:
\begin{equation}
\int_0^\infty\frac{x\,dx}{e^x+1}
=1-\frac1{2^2}+\frac1{3^2}-\dots
=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.
\end{equation}
The second step takes the sum of all $1/n^2$, which is $\pi^2/6$, and subtracts the even terms twice. The even terms add up to one quarter of the full sum. Thus
\begin{equation}
U(T)-U(0)=\frac{\pi^2}{6}g(k_BT)^2,\qquad
C_e=\frac{dU}{dT}=\gamma T,\qquad
\gamma=\frac{\pi^2}{3}g k_B^2 .
\end{equation}
Nearly all the excited electrons come from within a few $k_BT$ of the Fermi level, and each gains an energy of order $k_BT$. Their number and their energy gain both grow in proportion to $T$, so the thermal energy is proportional to $T^2$. The stated $\gamma$ corresponds to 2.10 states/(eV atom) at the atomic density of part (d).

\subsection*{(b) The peak temperature}

If the electrons absorb power per volume $P(t)$ and lose nothing, energy conservation reads
\begin{equation}
\gamma T\frac{dT}{dt}=P(t).
\end{equation}
The left side is the time derivative of $\gamma T^2/2$. Integrating over the pulse, with $\int P\,dt=u$, gives
\begin{equation}
\frac{\gamma}{2}\left(T_p^2-T_0^2\right)=u
\quad\Longrightarrow\quad
T_p=\sqrt{T_0^2+\frac{2u}{\gamma}} .
\label{peak}
\end{equation}
The positive root is taken because $T_p$ is an absolute temperature. Only the integral of $P$ enters, so the pulse length does not matter as long as there are no losses. The numbers are
\begin{align}
\frac{2u}{\gamma}&=\frac{2.00\times10^9}{700}\ \mathrm{K^2}=2\,857\,143\ \mathrm{K^2},\\
T_p&=\sqrt{90\,000+2\,857\,143}\ \mathrm{K}=1717\ \mathrm{K}.
\end{align}
The corresponding thermal energy is $k_BT_p=0.148$ eV. Summing Fermi occupations numerically over a flat band, and solving for the temperature at which the energy has risen by $u$, also gives 1717 K.

The result can be read through a mean heat capacity. Factoring the difference of squares gives
\begin{equation}
u=\gamma\,\frac{T_0+T_p}{2}\,(T_p-T_0).
\end{equation}
The mean temperature is 1008.4 K, so the mean heat capacity is $7.059\times10^5$ J/(m$^3$ K). Multiplied by the rise of 1416.7 K, it returns $1.00\times10^9$ J/m$^3$. Keeping the heat capacity at its initial value, $2.10\times10^5$ J/(m$^3$ K), would give 5062 K, because the electrons become harder to heat as they warm. Using the final value throughout would give 1132 K, which is too low for the opposite reason.

\subsection*{(c) Limits and sensitivity}

For weak heating, $2u/\gamma\ll T_0^2$, expand the root to first order:
\begin{equation}
T_p=T_0\sqrt{1+\frac{2u}{\gamma T_0^2}}\simeq T_0+\frac{u}{\gamma T_0}.
\end{equation}
This is ordinary heating at the initial heat capacity. For strong heating, $2u/\gamma\gg T_0^2$, the initial temperature drops out and $T_p\simeq\sqrt{2u/\gamma}$. Here $2u/\gamma$ is about 32 times $T_0^2$, and the strong-heating formula gives 1690 K, within 2\% of the full result. The initial 300 K thus adds only about 26 K to the peak. It enters as a square under the root and must not be added afterwards, which would give 1990 K.

Differentiating $\gamma T_p^2/2=\gamma T_0^2/2+u$ with respect to $u$ gives
\begin{equation}
\frac{dT_p}{du}=\frac{1}{\gamma T_p}.
\end{equation}
One per cent more energy, $1.00\times10^7$ J/m$^3$, divided by the heat capacity at the peak, $1.202\times10^6$ J/(m$^3$ K), raises $T_p$ by 8.3 K, or about 0.5\%.

\subsection*{(d) Losses to the lattice and the spins}

\paragraph{Lattice.} Let the energy flow from electrons at $T_e$ to the lattice at $T_l$ be proportional to their temperature difference:
\begin{equation}
\gamma T_e\frac{dT_e}{dt}=P-G(T_e-T_l),\qquad
C_l\frac{dT_l}{dt}=G(T_e-T_l).
\end{equation}
With the pulse over and the lattice still cold, electrons at $T_p$ would cool at the rate
\begin{equation}
\frac{G(T_p-T_0)}{\gamma T_p}
=\frac{10^{18}\times1416.7}{1.202\times10^6}\ \mathrm{K/s}
\simeq1.2\ \mathrm{K/fs}
\end{equation}
for the smaller $G$. Over 50 fs this amounts to some 60 K. Numerical integration of the two equations gives a peak of 1641 K, which is 76 K below the ideal value. The larger $G$ gives 1527 K, a shortfall of 190 K. Pulse length now matters, because energy leaves while the pulse is still arriving.

Later the two temperatures meet at $T_f$. Adding the two equations cancels the exchange term, so the total energy is conserved. With $\theta=T_f-T_0$ and $T_f^2-T_0^2=\theta^2+2T_0\theta$,
\begin{equation}
\frac{\gamma}{2}\theta^2+(C_l+\gamma T_0)\theta-u=0,
\end{equation}
\begin{equation}
\theta=\frac{-(C_l+\gamma T_0)+\sqrt{(C_l+\gamma T_0)^2+2\gamma u}}{\gamma}
\simeq263\ \mathrm{K}.
\end{equation}
Thus $T_f\simeq563$ K, if no energy goes to the spins or the substrate. The value of $G$ sets how fast this state is reached, but not its temperature.

\paragraph{Spins.} Disordering the magnet also costs energy. For an estimate, use a mean-field magnet with spin 1 on each atom. A spin with projection $s=-1,0,1$ has energy $-Jms$ in the exchange field of its neighbours, where $m=\langle s\rangle$ is the relative magnetization. Averaging over the three states gives
\begin{equation}
m=\frac{2\sinh x}{1+2\cosh x},\qquad x=\frac{Jm}{k_BT}.
\end{equation}
Near the Curie temperature $m$ is small and $m\simeq2x/3$, so $k_BT_C=2J/3$. The energy per atom is $-Jm^2/2$, where the half prevents each pair from being counted twice. The magnetic energy density is therefore
\begin{equation}
u_m=-\frac{n}{2}\cdot\frac{3k_BT_C}{2}\,m^2=-\frac34\,n k_BT_C\,m^2 .
\end{equation}

At 300 K the model gives $m=0.994$. Removing all the magnetization then costs $9.05\times10^8$ J/m$^3$, about 90\% of the absorbed energy. Removing one tenth of it costs a fraction $1-0.9^2=0.19$ of that, or $1.72\times10^8$ J/m$^3$. If the electrons have paid this cost by the time they peak, $u$ in Eq.~(\ref{peak}) must be reduced accordingly:
\begin{equation}
T_p=\sqrt{90\,000+\frac{2\,(10.0-1.72)\times10^8}{700}}\ \mathrm{K}\simeq1567\ \mathrm{K}.
\end{equation}
The one tenth is an assumption made to set a scale. The model does not say how fast the spins take up energy, and a localized spin 1 is a crude picture of iron. Still, the estimate shows that ``no losses'' is a demanding condition in a ferromagnet.

\subsection*{(e) Density of states and uneven absorption}

\paragraph{Density of states.} At 1717 K the electrons sample several tenths of an eV around the Fermi level, where the density of states of a transition metal need not be flat. Consider two trial shapes with the same value $g$ at the Fermi level:
\begin{equation}
g(E)=g\left[1\mp\tfrac12\left(1-e^{-(E/0.5\,\mathrm{eV})^2}\right)\right].
\end{equation}
The upper sign describes a peak at the Fermi level and the lower sign a dip. Both are symmetric, so the Fermi level again stays fixed. Solving the energy balance numerically, with no losses, gives 1909 K for the peak and 1597 K for the dip. With a peak, fewer states are available away from the Fermi level, so the same energy produces a higher temperature. These values illustrate the size of the effect and are not bounds. A density of states that slopes through the Fermi level would also shift the chemical potential with temperature, which these symmetric shapes leave out.

\paragraph{Uneven absorption.} Suppose the absorbed energy falls as $e^{-z/\delta}$ with depth $z$, where $\delta=15$ nm, and its mean over the thickness $d=10$ nm is $u$. The density at the front face is then
\begin{equation}
u_{\rm front}=u\,\frac{d/\delta}{1-e^{-d/\delta}},
\end{equation}
and at the back face it is smaller by the factor $e^{-d/\delta}$. Equation~(\ref{peak}) gives 2001 K at the front and 1449 K at the back before any heat flows.

Electron heat flow removes this difference. While the lattice is cold, take the conductivity as $\kappa=\kappa_0T/T_0$, with $\kappa_0=80$ W/(m K). Since $T\,\partial_zT=\tfrac12\partial_z(T^2)$,
\begin{equation}
\frac{\gamma}{2}\frac{\partial T^2}{\partial t}
=\frac{\partial}{\partial z}\left(\frac{\kappa_0T}{T_0}\frac{\partial T}{\partial z}\right)
=\frac{\kappa_0}{2T_0}\frac{\partial^2T^2}{\partial z^2}.
\end{equation}
So $T^2$ obeys a linear diffusion equation with diffusivity $D_h=\kappa_0/(\gamma T_0)=3.81$ cm$^2$/s. With no heat flow through the faces, the slowest uneven pattern is $\cos(\pi z/d)$, which decays in the time
\begin{equation}
\tau=\frac{d^2}{\pi^2D_h}\simeq27\ \mathrm{fs}.
\end{equation}
In a numerical solution started from the exponential profile, the front--back difference is down to 68 K after 50 fs. With the 50 fs pulse as the source and no losses, the front face peaks at 1754 K, 2\% above the uniform value. Uniform heating is thus a fair approximation at this thickness and pulse length, provided $\kappa$ grows in proportion to $T$. It fails quickly with thickness, because $\tau$ grows as $d^2$ and the deposit becomes more uneven: at the same mean $u$, the front of a 20 nm film peaks at 1988 K. Scattering between hot electrons, left out here, would lower the conductivity and slow the levelling. If $\kappa$ merely stayed at 80 W/(m K), the difference after 50 fs would be 324 K instead of 68 K, and the front of the 10 nm film would peak at 1864 K. Diffusion is itself only a rough description over 10 nm, a distance that electrons may partly cross without scattering.

\subsection*{Comparison with a real film}

The energy density corresponds to an absorbed fluence $ud=1.00$ mJ/cm$^2$. The incident fluence is larger, since part of the light is reflected or transmitted. The material values are rough typical ones for iron, and for $G$ two values were tried. A coefficient $\gamma$ measured at low temperature includes an enhancement by the interaction of electrons with lattice vibrations and, in a magnet, with spin fluctuations. This enhancement fades on heating, so such a value need not hold up to 1717 K, nor give the bare density of states of the bands. For scale, halving $\gamma$ in Eq.~(\ref{peak}) gives 2409 K, a shift larger than any single loss estimated above. A real ferromagnetic film does lose electron energy to the lattice and the spins, and its density of states need not be flat, so 1717 K is an idealized value. In the estimates above, taken one at a time, the lattice lowers the peak by 4 to 11\% and a one-tenth demagnetization by about 9\%. A further limit is that during the first tens of femtoseconds the electrons may not yet share a single temperature.

The ideal electron peak lies above the Curie temperature of about 1040 K, while the later common temperature lies below it: 563 K without spin uptake, or 534 K if the mean-field spins reach the same temperature. An electron temperature above $T_C$ does not by itself mean that the magnetization has vanished: the spins must also receive the energy needed to disorder them, and in the mean-field estimate that is nearly the whole deposit.

\section*{Numbers as computed}
\begin{verbatim}
heat-capacity coefficient gamma: 700 J/(m3 K2)
initial temperature: 300 K
absorbed energy density: 1.00e+09 J/m3
2u/gamma: 2857143 K2
initial temperature squared: 90000 K2
sum of the two: 2947143 K2
PEAK ELECTRON TEMPERATURE: 1716.7 K
k_B times peak temperature: 0.1479 eV
temperature rise: 1416.7 K
mean of initial and peak temperature: 1008.4 K
heat capacity at start: 2.100e+05 J/(m3 K)
heat capacity at mean: 7.059e+05 J/(m3 K)
heat capacity at peak: 1.202e+06 J/(m3 K)
wrong, initial heat capacity kept: 5062 K
wrong, final heat capacity kept: 1132 K
wrong, 300 K added after root: 1990 K
wrong, initial temperature dropped: 1690 K
peak from summed Fermi occupations: 1716.7 K
density of states: 2.10 states/(eV atom)
peak shift per 1% more energy: 8.32 K
film thickness: 10 nm
absorbed fluence: 1.00 mJ/cm2
pulse length (FWHM): 50 fs
lattice heat capacity: 3.50e+06 J/(m3 K)
peak with coupling 1e+18 W/(m3 K): 1641 K
  shortfall from ideal peak: 76 K
peak with coupling 3e+18 W/(m3 K): 1527 K
  shortfall from ideal peak: 190 K
later common temperature, no spin uptake: 563 K
Curie temperature (rough): 1040 K
atomic density: 8.50e+28 1/m3
mean-field relative magnetization at start: 0.994
energy to lose all magnetization: 9.05e+08 J/m3
  share of absorbed energy: 90 %
energy to lose a tenth of it: 1.72e+08 J/m3
  share of absorbed energy: 17 %
peak if spins take that tenth's cost: 1567 K
peak, density of states peaked at Fermi level: 1909 K
peak, density of states dipped there: 1597 K
absorption depth: 15 nm
front face before heat flow: 2001 K
back face before heat flow: 1449 K
thermal conductivity at start: 80 W/(m K)
electron heat diffusivity: 3.81 cm2/s
levelling time, formula: 26.6 fs
levelling time, simulated: 26.6 fs
front-back difference after 50 fs: 68 K
\end{verbatim}
